# Isosteric heat of adsorption from the slope of log pressure: test program

```python
"""
Result under test: for an adsorbate in equilibrium with its ideal gas,
  q_st = h_gas - (dU_ads/dN)_T = -k [d ln p / d(1/T)] at fixed coverage.
p: pressure, T: temperature, k: Boltzmann constant, h_gas: gas enthalpy
per atom, U_ads: adsorbate energy, N: number of adsorbed atoms.
Coverage theta = N / (number of sites). Energies are in eV, relative to
an atom at rest far away; pressures are in Pa internally.
Mean-field model: q_st = eps - z*w*theta - u_vib + 5kT/2, with well depth
eps, z neighbours, pair repulsion w and vibrational energy u_vib.
The example uses rough model values in the regime of Er submonolayers.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gammaln, ive

EV = const.e
K = const.k / EV
TORR = const.torr
MASS = 167.259 * const.atomic_mass
G_GAS, G_ADS = 13, 16
EPS = 3.50
QUANTA = np.array([0.012, 0.004, 0.004])
Z, W = 4, 0.050
SPACING = 0.38e-9
T0, T_LOW, T_HIGH = 1100.0, 1050.0, 1150.0
THETA = 0.25


def wavelength(T):
    return const.h / np.sqrt(2 * np.pi * MASS * const.k * T)


def ln_gas_prefactor(T):
    """Log of g*kT/lambda^3 in Pa, so that ln p = this + mu/kT."""
    return np.log(G_GAS * const.k * T / wavelength(T)**3)


def ln_site(T):
    """Log of the partition function of one occupied site."""
    x = QUANTA / (2 * K * T)
    return np.log(G_ADS) + EPS / (K * T) - np.log(2 * np.sinh(x)).sum()


def vib_energy(T):
    return (QUANTA / 2 / np.tanh(QUANTA / (2 * K * T))).sum()


def ln_p_mean_field(theta, T):
    return (ln_gas_prefactor(T) - ln_site(T)
            + np.log(theta / (1 - theta)) + Z * W * theta / (K * T))


def q_mean_field(theta, T):
    return EPS - Z * W * theta - vib_energy(T) + 2.5 * K * T


def heat_from_slope(ln_function, T, step=1e-3):
    """-k d(ln_function)/d(1/T) by a central difference in 1/T."""
    b_up, b_down = (1 + step) / T, (1 - step) / T
    return -K * (ln_function(1 / b_up) - ln_function(1 / b_down)) / (
        b_up - b_down)


def enumerate_lattice(nx, ny):
    """Count all configurations by atom number and occupied bonds."""
    sites = nx * ny
    states = np.arange(2**sites, dtype=np.int64)
    atoms = np.zeros_like(states)
    bonds = np.zeros_like(states)
    for x in range(nx):
        for y in range(ny):
            here = x * ny + y
            occupied = (states >> here) & 1
            atoms += occupied
            for other in (((x + 1) % nx) * ny + y, x * ny + (y + 1) % ny):
                bonds += occupied & (states >> other)
    width = 2 * sites + 1
    counts = np.bincount(atoms * width + bonds,
                         minlength=(sites + 1) * width)
    return counts.reshape(sites + 1, width).astype(float)


def lattice_weights(counts, y, T):
    n = np.arange(counts.shape[0])[:, None]
    b = np.arange(counts.shape[1])[None, :]
    weights = counts * np.exp(y * n - W * b / (K * T))
    return n, b, weights / weights.sum()


def solve_activity(counts, theta, T):
    sites = counts.shape[0] - 1

    def excess(y):
        n, _, prob = lattice_weights(counts, y, T)
        return (n * prob).sum() / sites - theta
    return brentq(excess, -12, 12, xtol=1e-13, rtol=1e-13)


def ln_p_lattice(counts, theta, T):
    return (ln_gas_prefactor(T) - ln_site(T)
            + solve_activity(counts, theta, T))


kT = K * T0
lam = wavelength(T0)

# Ideal gas: explicit sum over the levels of a one-dimensional box.
box = 20e-9
level = np.arange(1, 60001)
box_energy = level**2 * const.h**2 / (8 * MASS * box**2) / EV
boltz = np.exp(-box_energy / kT)
assert abs((boltz.sum() + 0.5) / (box / lam) - 1) < 1e-9
h_box = 3 * (box_energy * boltz).sum() / boltz.sum() + kT
# The finite box leaves a wall correction of relative order lambda/box.
assert abs(h_box / (2.5 * kT) - 1) < 2e-4
h_slope = heat_from_slope(lambda T: ln_gas_prefactor(T), T0)
assert abs(h_slope - 2.5 * kT) < 1e-6

# Vibrational energy: explicit sum over oscillator levels.
u_vib_sum = 0.0
for quantum in QUANTA:
    ladder = (np.arange(4000) + 0.5) * quantum
    occupation = np.exp(-ladder / kT)
    u_vib_sum += (ladder * occupation).sum() / occupation.sum()
assert abs(u_vib_sum - vib_energy(T0)) < 1e-9
u_site = u_vib_sum - EPS

# Mean-field chemical potential from counting on a large lattice.
big, filled = 10**6, 250000


def free_energy_count(n):
    ln_ways = gammaln(big + 1) - gammaln(n + 1) - gammaln(big - n + 1)
    return -ln_ways - n * ln_site(T0) + Z * W * n**2 / (2 * big * kT)


mu_count = free_energy_count(filled + 1) - free_energy_count(filled)
mu_gas = ln_p_mean_field(THETA, T0) - ln_gas_prefactor(T0)
assert abs(mu_count - mu_gas) < 1e-5

# Equilibrium condition: minimise the free energy of a closed vessel.
density = np.exp(ln_p_mean_field(THETA, T0)) / (const.k * T0)
volume_per_site = 0.5 / density


def vessel_free_energy(theta):
    gas = THETA + 0.5 - theta
    f_gas = -gas * (np.log(volume_per_site * G_GAS / (gas * lam**3)) + 1)
    f_ads = (theta * np.log(theta) + (1 - theta) * np.log(1 - theta)
             - theta * ln_site(T0) + Z * W * theta**2 / (2 * kT))
    return f_gas + f_ads


best = minimize_scalar(vessel_free_energy, bounds=(0.01, 0.70),
                       method="bounded", options={"xatol": 1e-10})
# A flat minimum fixes its position only to about sqrt(machine precision).
assert abs(best.x - THETA) < 1e-5

# Random mixing: mean number of occupied bonds over all configurations.
small = enumerate_lattice(4, 4)
large = enumerate_lattice(5, 4)
bond_axis = np.arange(small.shape[1])
for n in range(2, 16):
    mean_bonds = (small[n] * bond_axis).sum() / small[n].sum()
    assert abs(mean_bonds - Z * n * (n - 1) / (2 * 15)) < 1e-9


# Adsorbate identity at fixed atom number, canonical enumeration.
def mu_over_kT_canonical(T):
    z_sum = [(small[n] * np.exp(-W * bond_axis / (K * T))).sum()
             for n in (4, 5)]
    return -np.log(z_sum[1] / z_sum[0]) - ln_site(T)


energies = []
for n in (4, 5):
    weight = small[n] * np.exp(-W * bond_axis / kT)
    energies.append(n * u_site + W * (weight * bond_axis).sum()
                    / weight.sum())
du_canonical = energies[1] - energies[0]
assert abs(-heat_from_slope(mu_over_kT_canonical, T0)
           - du_canonical) < 1e-6

# Full theorem on interacting lattices: pressure slope vs fluctuations.
q_lattice, q_wrong = [], []
for counts in (small, large):
    for theta in (0.10, THETA, 0.60):
        slope = heat_from_slope(
            lambda T: ln_p_lattice(counts, theta, T), T0)
        n, b, prob = lattice_weights(
            counts, solve_activity(counts, theta, T0), T0)
        energy = n * u_site + W * b
        n_mean, e_mean = (n * prob).sum(), (energy * prob).sum()
        covariance = ((n - n_mean) * (energy - e_mean) * prob).sum()
        variance = ((n - n_mean)**2 * prob).sum()
        assert abs(slope - (2.5 * kT - covariance / variance)) < 1e-6
        if theta == THETA:
            q_lattice.append(slope)
            q_wrong.append(2.5 * kT - e_mean / n_mean)
assert min(abs(a - b) for a, b in zip(q_lattice, q_wrong)) > 0.005

# Mean-field closed form against the numerical slope.
for theta in (0.10, 0.25, 0.50, 0.80):
    for T in (900.0, 1100.0, 1300.0):
        slope = heat_from_slope(lambda t: ln_p_mean_field(theta, t), T)
        assert abs(slope - q_mean_field(theta, T)) < 1e-6
q0 = q_mean_field(THETA, T0)
q_classical = EPS - Z * W * THETA - kT / 2
assert abs(q0 - q_classical) < 1e-3

# Two-temperature estimate equals the average heat over 1/T.
inverse_gap = 1 / T_LOW - 1 / T_HIGH
ln_low = ln_p_mean_field(THETA, T_LOW)
ln_high = ln_p_mean_field(THETA, T_HIGH)
q_two = K * (ln_high - ln_low) / inverse_gap
q_average = quad(lambda b: q_mean_field(THETA, 1 / b),
                 1 / T_HIGH, 1 / T_LOW, epsabs=1e-14)[0] / inverse_gap
assert abs(q_two - q_average) < 1e-7
T_mid = 2 / (1 / T_LOW + 1 / T_HIGH)
q_drift = K * (ln_p_mean_field(THETA - 0.01, T_HIGH) - ln_low) / inverse_gap


# Desorption rate from detailed balance, sticking probability one.
def ln_flux(T):
    speed = np.sqrt(const.k * T / MASS)
    mean_inward = speed * quad(
        lambda s: s * np.exp(-s**2 / 2) / np.sqrt(2 * np.pi), 0, 12,
        epsabs=1e-13)[0]
    return (ln_p_mean_field(THETA, T) - np.log(const.k * T)
            + np.log(mean_inward))


E_des = heat_from_slope(ln_flux, T0)
assert abs(E_des - (q0 - kT / 2)) < 1e-6
flux = np.exp(ln_flux(T0))
p0 = np.exp(ln_p_mean_field(THETA, T0))
assert abs(flux * np.sqrt(2 * np.pi * MASS * const.k * T0) / p0 - 1) < 1e-8
site_density = 1 / SPACING**2
exchange_time = THETA * site_density / flux

# Neglected effects, as shifts of the isosteric heat.
omega = QUANTA[1] * EV / const.hbar
barrier = 2 * MASS * (omega * SPACING / (2 * np.pi))**2 / EV
x = barrier / (2 * kT)
potential = barrier / 2 * (1 - ive(1, x) / ive(0, x))
shift_lateral = -2 * (potential - kT / 2)
gas_levels = np.array([0.0, 0.6, 0.9])
gas_weights = np.array([13, 9, 171]) * np.exp(-gas_levels / kT)
shift_gas = (gas_levels * gas_weights).sum() / gas_weights.sum()
field_width = 0.030
field = np.linspace(-field_width / 2, field_width / 2, 8)
field_weights = np.exp(-field / kT)
shift_field = -(field * field_weights).sum() / field_weights.sum()
shift_correlation = q_lattice[1] - q0

# Gas non-ideality with a deliberately deep pair well.
pair_depth, pair_size = 1.0, 0.27e-9


def mayer(r):
    u = 4 * pair_depth * (r**-12 - r**-6)
    return np.expm1(-u / kT) * r**2


virial = -2 * np.pi * pair_size**3 * (
    quad(mayer, 0.5, 2, points=[1.0, 1.12, 1.3], limit=200)[0]
    + quad(mayer, 2, 30, limit=200)[0])
nonideal = abs(virial) * p0 / (const.k * T0)
assert nonideal < 1e-6

# Rough saturation pressure of a bulk Einstein solid.
cohesion, bulk_quantum = 3.3, 0.012
ln_bulk = (np.log(G_ADS) + cohesion / kT
           - 3 * np.log(2 * np.sinh(bulk_quantum / (2 * kT))))
p_bulk = np.exp(ln_gas_prefactor(T0) - ln_bulk)
assert p0 < p_bulk

to_kJ = EV * const.N_A / 1000
print(f"Er mass: {MASS / const.atomic_mass:.3f} u")
print(f"States per atom, gas / adsorbed: {G_GAS} / {G_ADS}")
print(f"Well depth eps: {EPS:.2f} eV")
print("Vibrational quanta: "
      + ", ".join(f"{1000 * v:.0f}" for v in QUANTA) + " meV")
print(f"Neighbours z: {Z}; pair repulsion w: {1000 * W:.0f} meV")
print(f"Site spacing: {SPACING * 1e9:.2f} nm")
print(f"Site density: {site_density / 1e4:.2e} cm^-2")
print(f"Temperature T0: {T0:.0f} K; coverage: {THETA:.2f}")
print(f"kT at T0: {kT:.5f} eV")
print(f"Thermal wavelength at T0: {lam * 1e12:.3f} pm")
print(f"g_gas*kT/lambda^3 at T0: "
      f"{np.exp(ln_gas_prefactor(T0)) / TORR:.3e} Torr")
print(f"ln(site partition function) at T0: {ln_site(T0):.4f}")
print(f"Gas enthalpy 5kT/2: {2.5 * kT:.4f} eV")
print(f"Vibrational energy u_vib: {vib_energy(T0):.4f} eV")
print(f"Classical value 3kT: {3 * kT:.4f} eV")
print(f"Repulsion term z*w*theta: {Z * W * THETA:.4f} eV")
for T in (T_LOW, T0, T_HIGH):
    ln_torr = ln_p_mean_field(THETA, T) - np.log(TORR)
    print(f"p at {T:.0f} K: {np.exp(ln_torr):.3e} Torr; "
          f"ln(p/Torr) = {ln_torr:.4f}")
for theta in (0.10, 0.25, 0.50):
    print(f"q_st at T0, coverage {theta:.2f}: "
          f"{q_mean_field(theta, T0):.4f} eV")
print(f"Main result q_st: {q0:.4f} eV = {q0 * to_kJ:.1f} kJ/mol")
print(f"q_st with classical vibrations: {q_classical:.4f} eV")
print(f"1/T_low - 1/T_high: {inverse_gap:.4e} 1/K")
print(f"ln(p_high/p_low): {ln_high - ln_low:.4f}")
print(f"Two-temperature heat: {q_two:.4f} eV")
print(f"Temperature at midpoint of 1/T: {T_mid:.1f} K")
print(f"Two-temperature minus midpoint heat: "
      f"{1e6 * (q_two - q_mean_field(THETA, T_mid)):.2f} micro-eV")
print(f"Heat if coverage falls by 0.01 on heating: {q_drift:.4f} eV")
print(f"Error from that drift: {1000 * (q_drift - q_two):.1f} meV")
print(f"Desorption Arrhenius energy: {E_des:.4f} eV")
print(f"Equilibrium flux: {flux / 1e4:.3e} cm^-2 s^-1")
print(f"Layer exchange time, sticking 1: {exchange_time:.0f} s")
print(f"Lattice q_st, 4x4 / 5x4 sites: "
      f"{q_lattice[0]:.4f} / {q_lattice[1]:.4f} eV")
print(f"Wrong heat from mean energy, 4x4 / 5x4: "
      f"{q_wrong[0]:.4f} / {q_wrong[1]:.4f} eV")
print(f"Shift, correlations (5x4): {1000 * shift_correlation:+.1f} meV")
print(f"Lateral barrier implied: {barrier:.3f} eV")
print(f"Shift, lateral anharmonicity: {1000 * shift_lateral:+.1f} meV")
print(f"Shift, excited gas levels: {1000 * shift_gas:+.2f} meV")
print(f"Assumed crystal-field width: {1000 * field_width:.0f} meV")
print(f"Shift, crystal field: {1000 * shift_field:+.2f} meV")
print(f"Assumed gas pair well: {pair_depth:.1f} eV")
print(f"Gas non-ideality |B|p/kT: {nonideal:.1e}")
print(f"Assumed bulk cohesion: {cohesion:.1f} eV; "
      f"quantum: {1000 * bulk_quantum:.0f} meV")
print(f"Rough bulk vapour pressure at T0: {p_bulk / TORR:.1e} Torr")
print(f"Ratio p/p_bulk at T0: {p0 / p_bulk:.1e}")
print("success")
```

Printed output:

```
Er mass: 167.259 u
States per atom, gas / adsorbed: 13 / 16
Well depth eps: 3.50 eV
Vibrational quanta: 12, 4, 4 meV
Neighbours z: 4; pair repulsion w: 50 meV
Site spacing: 0.38 nm
Site density: 6.93e+14 cm^-2
Temperature T0: 1100 K; coverage: 0.25
kT at T0: 0.09479 eV
Thermal wavelength at T0: 4.070 pm
g_gas*kT/lambda^3 at T0: 2.196e+13 Torr
ln(site partition function) at T0: 48.0928
Gas enthalpy 5kT/2: 0.2370 eV
Vibrational energy u_vib: 0.2845 eV
Classical value 3kT: 0.2844 eV
Repulsion term z*w*theta: 0.0500 eV
p at 1050 K: 2.915e-09 Torr; ln(p/Torr) = -19.6533
p at 1100 K: 1.612e-08 Torr; ln(p/Torr) = -17.9435
p at 1150 K: 7.670e-08 Torr; ln(p/Torr) = -16.3834
q_st at T0, coverage 0.10: 3.4324 eV
q_st at T0, coverage 0.25: 3.4024 eV
q_st at T0, coverage 0.50: 3.3524 eV
Main result q_st: 3.4024 eV = 328.3 kJ/mol
q_st with classical vibrations: 3.4026 eV
1/T_low - 1/T_high: 8.2816e-05 1/K
ln(p_high/p_low): 3.2699
Two-temperature heat: 3.4025 eV
Temperature at midpoint of 1/T: 1097.7 K
Two-temperature minus midpoint heat: -32.61 micro-eV
Heat if coverage falls by 0.01 on heating: 3.3253 eV
Error from that drift: -77.3 meV
Desorption Arrhenius energy: 3.3551 eV
Equilibrium flux: 1.320e+12 cm^-2 s^-1
Layer exchange time, sticking 1: 131 s
Lattice q_st, 4x4 / 5x4 sites: 3.4131 / 3.4130 eV
Wrong heat from mean energy, 4x4 / 5x4: 3.4345 / 3.4344 eV
Shift, correlations (5x4): +10.5 meV
Lateral barrier implied: 0.468 eV
Shift, lateral anharmonicity: -16.8 meV
Shift, excited gas levels: +1.63 meV
Assumed crystal-field width: 30 meV
Shift, crystal field: +1.02 meV
Assumed gas pair well: 1.0 eV
Gas non-ideality |B|p/kT: 9.6e-11
Assumed bulk cohesion: 3.3 eV; quantum: 12 meV
Rough bulk vapour pressure at T0: 2.1e-06 Torr
Ratio p/p_bulk at T0: 7.6e-03
success
```
